\section*{Plane-wave coefficients on FFT grids: storage, grid size and Parseval's relation, part 2}

The task is to store plane-wave coefficients for an FFT and compute values and integrals from them. Rydberg atomic units: $\hbar=1$, electron mass $1/2$, kinetic operator $-\nabla^2$, lengths in bohr, energies in Ry.

The cell $\mathbf a_i$ has volume $\Omega$ and, for integer $m_i$,
\begin{equation}\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij},\qquad\mathbf G_{\mathbf m}=m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3,\label{eq:recip}\end{equation}
A periodic $f(\mathbf r)=\sum_{\mathbf m}f(\mathbf G_{\mathbf m})e^{i\mathbf G_{\mathbf m}\cdot\mathbf r}$ has band limits $M_i$ if its occupied (nonzero) coefficients have $|m_i|\le M_i$.
\begin{equation}\int_\Omega e^{i(\mathbf G_{\mathbf m}-\mathbf G_{\mathbf m'})\cdot\mathbf r}\,d^3r=\Omega\,\delta_{\mathbf m\mathbf m'}.\label{eq:orthocell}\end{equation}
\begin{equation}f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r.\label{eq:coef}\end{equation}
\begin{equation}\int_\Omega|f|^2d^3r=\sum_{\mathbf m,\mathbf m'}f(\mathbf G_{\mathbf m'})^*f(\mathbf G_{\mathbf m})\,\Omega\,\delta_{\mathbf m\mathbf m'}=\Omega\sum_{\mathbf m}|f(\mathbf G_{\mathbf m})|^2.\label{eq:pc}\end{equation}

On the grid, $f_{\mathbf n}=f(\mathbf r_{\mathbf n})$, $\mathbf r_{\mathbf n}=\sum_i(n_i/N_i)\mathbf a_i$, $N=N_1N_2N_3$, $\langle\mathbf k,\mathbf n\rangle=\sum_ik_in_i/N_i$. Coefficient $\mathbf m$ is stored at $k_i=m_i\bmod N_i$ (from $0$ to $N_i-1$), row-major address $(k_1N_2+k_2)N_3+k_3$; $\equiv$ means equal remainders, and $A_{\mathbf k}=\sum_{\mathbf m\equiv\mathbf k}f(\mathbf G_{\mathbf m})$. With \texttt{fft} (exponent minus, no prefactor) and \texttt{ifft} (plus, $1/N$),
\begin{equation}\sum_{\mathbf n}e^{2\pi i\langle\mathbf m-\mathbf m',\mathbf n\rangle}=\begin{cases}N,&\mathbf m\equiv\mathbf m',\\0,&\text{otherwise.}\end{cases}\label{eq:ortho}\end{equation}
\begin{equation}f(\mathbf r_{\mathbf n})=\sum_{\mathbf k}A_{\mathbf k}\,e^{+2\pi i\langle\mathbf k,\mathbf n\rangle}=N\,\mathtt{ifft}(A)_{\mathbf n}.\label{eq:synth}\end{equation}
\begin{equation}\mathtt{fft}(f)_{\mathbf k}=\sum_{\mathbf k'}A_{\mathbf k'}\sum_{\mathbf n}e^{2\pi i\langle\mathbf k'-\mathbf k,\mathbf n\rangle}=N A_{\mathbf k},\qquad\frac{\mathtt{fft}(f)_{\mathbf k}}{N}=\sum_{\mathbf m\equiv\mathbf k}f(\mathbf G_{\mathbf m}).\label{eq:analysis}\end{equation}
\begin{equation}\sum_{\mathbf n}|f_{\mathbf n}|^2=\sum_{\mathbf k,\mathbf k'}A_{\mathbf k'}^*A_{\mathbf k}\,N\delta_{\mathbf k\mathbf k'}=N\sum_{\mathbf k}|A_{\mathbf k}|^2=\frac1N\sum_{\mathbf k}|\mathtt{fft}(f)_{\mathbf k}|^2.\label{eq:pd}\end{equation}
Occupied indices never share a position if
\begin{equation}N_i\ge2M_i+1.\label{eq:cond}\end{equation}
Then
\begin{equation}m_i=\begin{cases}k_i,&k_i\le\lfloor(N_i-1)/2\rfloor,\\k_i-N_i,&\text{otherwise.}\end{cases}\label{eq:inverse}\end{equation}
\begin{equation}\int_\Omega|f|^2d^3r=\Omega\sum_{\mathbf G}|f(\mathbf G)|^2=\frac{\Omega}{N}\sum_{\mathbf n}|f(\mathbf r_{\mathbf n})|^2=\frac{\Omega}{N^2}\sum_{\mathbf k}|\mathtt{fft}(f)_{\mathbf k}|^2.\label{eq:parseval}\end{equation}

Case A: $f(x)=\sum_mc_me^{2\pi imx/L}$, $L=9.55$~bohr, $c_{-2},\dots,c_2=1,2i,3,-1,2$; find the smallest grid and $\int_0^L|f|^2dx$.

Case B: $\mathbf a_1=(a,0,0)$, $\mathbf a_2=(-a/2,\sqrt3a/2,0)$, $\mathbf a_3=(0,0,c)$, $a=6.04$, $c=9.55$~bohr,
\begin{equation}g(\mathbf r)=\sum_{\mathbf R}e^{-\alpha|\mathbf r-\boldsymbol\tau-\mathbf R|^2},\qquad\alpha=0.5\ \text{bohr}^{-2},\qquad\boldsymbol\tau=\tfrac13\mathbf a_1+\tfrac23\mathbf a_2+\tfrac14\mathbf a_3,\label{eq:g}\end{equation}
$\mathbf R$ running over the lattice; $f$ is the part of $g$ with $|\mathbf G|^2\le E_{\rm cut}=30$~Ry. Wanted: admissibility of $12\times12\times20$, the peak, $\int_\Omega|f|^2$, the kinetic energy $T$ of normalized $\psi\propto f$, and component $(5,0,0)$ of $|\psi|^2$.

A faulty solution took $N=4$ in case A, omitted the weight $\Omega/N$ (step (3)), used $\mathbf k$ as wave-vector index (step (4)), and read the density from the orbital grid (step (5)).

\subsection{Cutoff, orbital, kinetic energy and density}

From (\ref{eq:recip}), $\mathbf G_{\mathbf m}\cdot\mathbf a_i=2\pi m_i$. The Cauchy--Schwarz inequality gives $2\pi|m_i|\le|\mathbf G||\mathbf a_i|\le\sqrt{E_{\rm cut}}\,|\mathbf a_i|$, and $m_i$ is an integer, so
\begin{equation}
M_i=\left\lfloor\sqrt{E_{\rm cut}}\,|\mathbf a_i|/2\pi\right\rfloor .
\label{eq:M}
\end{equation}
This is a valid band limit, that is an upper bound on $|m_i|$; whether a lattice vector in the sphere attains it must be checked. The number $\sqrt{E_{\rm cut}}/|\mathbf b_i|$ equals $\sqrt{E_{\rm cut}}\,|\mathbf a_i|/2\pi$ only when $\mathbf a_i$ is parallel to $\mathbf b_i$; otherwise $2\pi=\mathbf a_i\cdot\mathbf b_i<|\mathbf a_i||\mathbf b_i|$, it is the smaller of the two, and it can miss occupied indices. In case B it gives $5.47723/1.20119=4.56$, while $|m_1|=5$ occurs in the sphere.

An orbital is written $\psi=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Its series coefficients are $c_{\mathbf G}/\sqrt\Omega$, so (\ref{eq:pc}) gives $\int_\Omega|\psi|^2=\sum|c_{\mathbf G}|^2$; the prefactor exists to absorb the volume. Since $-\nabla^2e^{i\mathbf G\cdot\mathbf r}=|\mathbf G|^2e^{i\mathbf G\cdot\mathbf r}$, equation (\ref{eq:orthocell}) gives
\begin{equation}
T=\int_\Omega\psi^*(-\nabla^2\psi)\,d^3r=\sum_{\mathbf G}|c_{\mathbf G}|^2|\mathbf G|^2=\int_\Omega|\nabla\psi|^2d^3r .
\label{eq:T}
\end{equation}
The last form follows by applying (\ref{eq:pc}) to each Cartesian component of $\nabla\psi$, whose coefficients are $iG_xc_{\mathbf G}/\sqrt\Omega$ and so on. The vector $\mathbf G$ attached to position $\mathbf k$ must be built from the signed indices (\ref{eq:inverse}).

The density is $n=\psi^*\psi=\Omega^{-1}\sum_{\mathbf G',\mathbf G''}c_{\mathbf G'}c^*_{\mathbf G''}e^{i(\mathbf G'-\mathbf G'')\cdot\mathbf r}$. Collecting the terms with $\mathbf G'-\mathbf G''=\mathbf G$,
\begin{equation}
n(\mathbf G)=\frac1\Omega\sum_{\mathbf G'}c_{\mathbf G'}\,c^*_{\mathbf G'-\mathbf G}.
\label{eq:conv}
\end{equation}
A difference of two indices bounded by $M_i$ is bounded by $2M_i$, so condition (\ref{eq:cond}) applied to $n$ reads $N_i\ge4M_i+1$, which is sufficient for all components. On a smaller grid (\ref{eq:analysis}) says that the position of $\mathbf m$ also receives $n$ at $m_i+s_iN_i$. For $\mathbf m=\mathbf 0$ an alias needs $|s_i|N_i\le2M_i$ with some $s_i\ne0$, which $N_i\ge2M_i+1$ forbids. So $n(\mathbf 0)=1/\Omega$ is exact on the orbital grid, in agreement with (\ref{eq:parseval}), while other components need not be.

\section{Case A}

Five occupied indices need five positions, so $N=5$ is the smallest grid, and it satisfies (\ref{eq:cond}) with $M=2$. The map sends $0,1,2$ to themselves, $-2$ to $3$ and $-1$ to $4$:
\begin{equation}
A=(3,\ -1,\ 2,\ 1,\ 2i),\qquad \sum_m|c_m|^2=9+1+4+1+4=19 .
\end{equation}
With $L$ in place of $\Omega$, the integral is $19\times9.55=181.45$~bohr. The samples $5\,\mathtt{ifft}(A)$ are $5+2i$, $2.1660+0.2548i$, $5.9116-3.1569i$, $3.5605-0.0792i$ and $-1.6382+0.9813i$. The first is the sum of all coefficients, as it must be at $x=0$. Their squared moduli add to $95=5\times19$, and $(9.55/5)\times95=181.45$~bohr, equal to the quadrature value.

The failing grid can be followed by hand. For $N=4$, $e^{2\pi imn/4}=i^{mn}$, so $f_n=3-i^n+(2+1)(-1)^n+2i(-i)^n$, and
\begin{align}
f_0&=3-1+3+2i=5+2i, & f_1&=3-i-3+2=2-i,\nonumber\\
f_2&=3+1+3-2i=7-2i, & f_3&=3+i-3-2=-2+i .
\end{align}
These samples are correct values of $f$. Their squared moduli give $29+5+53+5=92$, and the aliased array gives $4\times(9+1+9+4)=92$, so (\ref{eq:pd}) holds while the weighted sum, $23L$, misses the integral.

\section{Case B}

\subsection{Cell and grid}

The volume is $\Omega=(\sqrt3/2)a^2c=301.7226$~bohr$^3$. The vectors $\mathbf b_1=(2\pi/a)(1,1/\sqrt3,0)$, $\mathbf b_2=(2\pi/a)(0,2/\sqrt3,0)$, $\mathbf b_3=(2\pi/c)(0,0,1)$ satisfy (\ref{eq:recip}); for instance $\mathbf b_1\cdot\mathbf a_2=(2\pi/a)(-a/2+a/2)=0$. They give $|\mathbf b_1|^2=|\mathbf b_2|^2=\tfrac43(2\pi/a)^2$ and $\mathbf b_1\cdot\mathbf b_2=\tfrac23(2\pi/a)^2=\tfrac12|\mathbf b_1|^2$, so
\begin{equation}
|\mathbf G_{\mathbf m}|^2=(m_1^2+m_1m_2+m_2^2)|\mathbf b_1|^2+m_3^2|\mathbf b_3|^2,
\label{eq:hex}
\end{equation}
with $|\mathbf b_1|=1.20119$ and $|\mathbf b_3|=0.65793$~bohr$^{-1}$. In (\ref{eq:M}), $5.47723\times6.04/2\pi=5.2652$ and $5.47723\times9.55/2\pi=8.325$, so $M=(5,5,8)$. A search over the lattice finds $833$ vectors in the sphere, and the bounds are attained. The sufficient condition (\ref{eq:cond}) asks for at least $(11,11,17)$ points, so $12\times12\times20$ is admissible, with $N=2880$ and $\Omega/N=0.104765$~bohr$^3$. For the density $(21,21,33)$ suffices, and $24\times24\times36$ is used.

\subsection{Coefficients and the sign}

Insert (\ref{eq:g}) in (\ref{eq:coef}). In the term $\mathbf R$ substitute $\mathbf r\to\mathbf r+\mathbf R$; since $e^{-i\mathbf G\cdot\mathbf R}=1$, the terms become integrals of one integrand over cells that tile space. Substituting $\mathbf u=\mathbf r-\boldsymbol\tau$,
\begin{equation}
g(\mathbf G)=\frac{e^{-i\mathbf G\cdot\boldsymbol\tau}}{\Omega}\int_{\mathbb R^3}e^{-\alpha u^2-i\mathbf G\cdot\mathbf u}\,d^3u .
\end{equation}
The integral is a product of three factors $I(q)=\int e^{-\alpha x^2-iqx}dx$. Differentiate, use $xe^{-\alpha x^2}=-(2\alpha)^{-1}\,d(e^{-\alpha x^2})/dx$ and integrate by parts:
\begin{equation}
I'(q)=\frac{i}{2\alpha}\int\frac{de^{-\alpha x^2}}{dx}\,e^{-iqx}dx=\frac{i}{2\alpha}\,(iq)\,I(q)=-\frac{q}{2\alpha}I(q).
\end{equation}
Hence $I(q)=I(0)e^{-q^2/4\alpha}$, and in polar coordinates $I(0)^2=\int_0^\infty2\pi\rho\,e^{-\alpha\rho^2}d\rho=\pi/\alpha$. Therefore
\begin{equation}
g(\mathbf G)=\frac1\Omega\left(\frac\pi\alpha\right)^{3/2}e^{-|\mathbf G|^2/4\alpha}\,e^{-i\mathbf G\cdot\boldsymbol\tau},
\label{eq:gG}
\end{equation}
and $f(\mathbf G)=g(\mathbf G)$ inside the sphere. The prefactor is $15.74961/301.72263=0.0521990$.

Take $\mathbf m=(-2,3,-5)$. The map gives $\mathbf k=(-2+12,\ 3,\ -5+20)=(10,3,15)$ and the address $(10\times12+3)\times20+15=2475$. From (\ref{eq:hex}), $|\mathbf G|^2=7(1.20119)^2+25(0.65793)^2=20.922$~Ry, inside the sphere. With $4\alpha=2$, the modulus is $0.0521990\,e^{-20.92167/2}=1.49479\times10^{-6}$. The phase follows from $\mathbf G\cdot\boldsymbol\tau=2\pi(-\tfrac23+2-\tfrac54)=2\pi/12$ and is $-30^\circ$, so $f(\mathbf G)=(1.29452-0.747394\,i)\times10^{-6}$. Sampling $g$ from its real-space definition and reading position $(10,3,15)$ of $\mathtt{fft}(g)/N$ gives the same number, which fixes the sign, the $1/N$ and the $1/\Omega$ at once. The function $g$ is smooth, so it equals its Fourier series and (\ref{eq:analysis}) applies to it; the aliases lie far outside the sphere, where the Gaussian in (\ref{eq:gG}) makes them negligible.

The peak can be predicted. By the triangle inequality $|f(\mathbf r)|\le\sum|f(\mathbf G)|$, and at $\mathbf r=\boldsymbol\tau$ the phases $e^{-i\mathbf G\cdot\boldsymbol\tau}e^{+i\mathbf G\cdot\boldsymbol\tau}$ cancel, so the bound is reached. The synthesis $N\,\mathtt{ifft}(A)$ has its maximum at $\mathbf n=(4,8,5)$, as it should. The height is $0.9999985$ and not $1$ because the terms outside the sphere, all positive at this point, are missing; the neighbouring Gaussians add a smaller amount. Omitting the factor $N$ would give $0.9999985/2880=3.47222\times10^{-4}$.

\subsection{The norm}

The three computed forms in (\ref{eq:parseval}) are, in bohr$^3$,
\begin{align}
\Omega\sum|f(\mathbf G)|^2&=301.72263\times0.01846724=5.57198,\nonumber\\
\frac\Omega N\sum|f_{\mathbf n}|^2&=\frac{301.72263}{2880}\times53.185644=5.57198,\nonumber\\
\frac\Omega{N^2}\sum|\mathtt{fft}(f)_{\mathbf k}|^2&=\frac{301.72263}{2880^2}\times153174.655=5.57198 .
\end{align}
At full precision all three, and a direct quadrature, give $5.57198341$. The number $53.1856$ of step (3) lacked the weight $0.104765$~bohr$^3$.

A real-space derivation uses no Fourier coefficient. With $\phi(\mathbf u)=e^{-\alpha u^2}$, $\int_\Omega g^2$ is a double lattice sum. One of the sums joins the cells into all space as before, leaving $\sum_{\mathbf R}S_{\mathbf R}$ with $S_{\mathbf R}=\int\phi(\mathbf u)\phi(\mathbf u-\mathbf R)\,d^3u$. Put $\mathbf w=\mathbf u-\mathbf R/2$; then $u^2+|\mathbf u-\mathbf R|^2=2w^2+R^2/2$, and the Gaussian integral with exponent $2\alpha$ gives
\begin{equation}
S_{\mathbf R}=\left(\frac{\pi}{2\alpha}\right)^{3/2}e^{-\alpha R^2/2}.
\end{equation}
The term $\mathbf R=0$ is $5.56832800$ and the full sum is $5.57198341$~bohr$^3$; the excess is almost entirely the overlap with the six neighbours at $R=a$, each contributing $S_{\mathbf 0}\,e^{-\alpha a^2/2}$. The norms of $g$ and $f$ differ by the terms outside the sphere, where $|g(\mathbf G)|^2$ has fallen by $e^{-E_{\rm cut}/2\alpha}=e^{-30}$ or more, below the digits shown.

\subsection{Kinetic energy}

Comparing $\psi=f/(\int_\Omega|f|^2)^{1/2}$ with the orbital convention gives $c_{\mathbf G}=f(\mathbf G)/(\sum|f(\mathbf G)|^2)^{1/2}$, so $c_{\mathbf 0}=0.0521990/\sqrt{0.01846724}=0.384115$ and $\sum|c_{\mathbf G}|^2=1$. Equation (\ref{eq:T}) with signed indices gives $T=1.49401669$~Ry.

In real space, $\nabla\phi(\mathbf u)=-2\alpha\mathbf u\,\phi(\mathbf u)$, so the pair term of $\int|\nabla g|^2$ has the integrand $4\alpha^2\,\mathbf u\cdot(\mathbf u-\mathbf R)\,\phi(\mathbf u)\phi(\mathbf u-\mathbf R)$, and $\mathbf u\cdot(\mathbf u-\mathbf R)=(\mathbf w+\mathbf R/2)\cdot(\mathbf w-\mathbf R/2)=w^2-R^2/4$. The mean of $w^2$ with weight $e^{-\beta w^2}$ follows from $-\frac{d}{d\beta}(\pi/\beta)^{3/2}=\frac{3}{2\beta}(\pi/\beta)^{3/2}$ and is $3/4\alpha$ for $\beta=2\alpha$. The pair term is $4\alpha^2(3/4\alpha-R^2/4)S_{\mathbf R}=\alpha(3-\alpha R^2)S_{\mathbf R}$, and
\begin{equation}
T=\frac{\sum_{\mathbf R}\alpha(3-\alpha R^2)S_{\mathbf R}}{\sum_{\mathbf R}S_{\mathbf R}}=3\alpha-\alpha^2\,\frac{\sum_{\mathbf R}R^2S_{\mathbf R}}{\sum_{\mathbf R}S_{\mathbf R}} .
\end{equation}
In a large cell only $\mathbf R=0$ survives and $T\to3\alpha=1.5$~Ry, the value for an isolated Gaussian. Keeping the six nearest neighbours,
\begin{equation}
T\approx1.5-0.25\times6.04^2\times\frac{5.57198341-5.56832800}{5.57198341}=1.49402\ \text{Ry},
\end{equation}
and the full lattice sum gives $1.49401669$~Ry, the same as the reciprocal-space value. The overlap lowers $T$ because the in-phase neighbours flatten the orbital between the sites. The value $124.702$~Ry arose because small negative indices, which carry as much weight as small positive ones, were read as large ones: $m_1=-1$ and $m_2=-1$ as $11$, and $m_3=-1$ as $19$. The terms whose most negative index is $-1$ supply $105.6$~Ry of the total, and those with no negative index only $0.36$~Ry.

\subsection{Density}

Both grids give $n(\mathbf 0)=3.31430231\times10^{-3}$~bohr$^{-3}$, equal to $1/\Omega$. For $\mathbf m=(5,0,0)$ the convolution (\ref{eq:conv}) and the large grid agree on $|n|=4.006871\times10^{-7}$~bohr$^{-3}$, which is the answer for the orbital cut at $30$~Ry. Unlike the norm and $T$, this small component depends on the cutoff in the digits shown: it becomes $4.014148\times10^{-7}$ at $40$~Ry and $4.014164\times10^{-7}$~bohr$^{-3}$ at $70$~Ry, a relative shift of $1.8\times10^{-3}$, larger than the aliasing error found below. On the small grid the position also receives the indices $(5+12s_1,\ 12s_2,\ 20s_3)$. The density is confined to $|m_i|\le2M_i=(10,10,16)$, which forces $s_2=s_3=0$ and $s_1\in\{0,-1\}$, so the only alias is $(-7,0,0)$, with modulus $5.8516\times10^{-11}$~bohr$^{-3}$. The two add with the same phase. By (\ref{eq:gG}) each product in (\ref{eq:conv}) is a positive number times $e^{-i\mathbf G'\cdot\boldsymbol\tau}e^{+i(\mathbf G'-\mathbf G)\cdot\boldsymbol\tau}=e^{-i\mathbf G\cdot\boldsymbol\tau}$, and the two vectors differ by $12\mathbf b_1$, for which $12\,\mathbf b_1\cdot\boldsymbol\tau=2\pi\times4$. Thus
\begin{equation}
4.006871\times10^{-7}+5.8516\times10^{-11}=4.007456\times10^{-7},
\end{equation}
the number found in step (5), with an error, relative to the exact modulus $4.006871\times10^{-7}$, of $5.8516\times10^{-11}/4.006871\times10^{-7}=1.460\times10^{-4}$. The error is small because the coefficients decay as a Gaussian. Since $|\mathbf G'|^2+|\mathbf G'-\mathbf G|^2=\tfrac12|\mathbf G|^2+2|\mathbf G'-\mathbf G/2|^2$, each product in (\ref{eq:conv}) has modulus proportional to $e^{-|\mathbf G|^2/8\alpha}\,e^{-|\mathbf G'-\mathbf G/2|^2/2\alpha}$. The first factors of the alias and of the component sought stand in the ratio $e^{-(49-25)|\mathbf b_1|^2/8\alpha}=e^{-8.66}=1.7\times10^{-4}$. The sums of the second factors over the allowed $\mathbf G'$ are not identical for the two vectors, so this ratio fixes only the order of magnitude of the error. For an orbital whose coefficients are still appreciable at the edge of the sphere, the alias can be comparable to the component sought.

\section{What the numerical check tests}

The numerical check compares the inverse map (\ref{eq:inverse}) with the routine's own frequency table and evaluates the sums (\ref{eq:ortho}) term by term for grids of $1$ to $13$ points. It tests (\ref{eq:synth}) against the explicit sum over Cartesian $\mathbf G\cdot\mathbf r$, and (\ref{eq:analysis}) with (\ref{eq:gG}) against real-space samples of $g$. The integral in (\ref{eq:parseval}) is computed by Gauss--Legendre quadrature over the rectangular box with edges $\mathbf a_1$, $\mathbf a_1+2\mathbf a_2=(0,\sqrt3a,0)$ and $\mathbf a_3$, so that the integration itself uses no fractional coordinate and no weight $\Omega$; the volume enters that side only through the coefficients and the reciprocal vectors. The box has volume $\sqrt3a^2c=2\Omega$. The plane waves are orthogonal in it as well, because $\mathbf G_{\mathbf m}$ has the integer indices $(m_1,\,m_1+2m_2,\,m_3)$ along its edges and distinct $\mathbf m$ give distinct triples; the integral over the box is therefore twice that over the cell. The test is repeated with random complex coefficients on all $833$ vectors, which do not decay towards the cutoff and would make a collision visible in the norm; the four forms then all give $514713.624$~bohr$^3$. The norm and $T$ are compared with the lattice sums, and the density components on both grids with the explicit convolution and its aliases.

\section*{Table of computed values}
\begin{verbatim}
N=5 signed m at k=0..4: [0, 1, 2, -2, -1]
N=12 signed m at k=0..11: [0, 1, 2, 3, 4, 5, -6, -5, -4, -3, -2, -1]
A: L = 9.55 bohr; coefficients m=-2..2: 1, 2i, 3, -1, 2
A: quadrature of |f|^2 = 181.450000 bohr; divided by L = 19.000000
A: N=5 array: (3+0i) (-1+0i) (2+0i) (1+0i) (0+2i)
A: N=5 samples: (5.0000+2.0000i) (2.1660+0.2548i) (5.9116-3.1569i) (3.5605-0.0792i) (-1.6382+0.9813i)
A: N=5 sum|f_n|^2 = 95.0000; (L/N) sum = 181.4500 bohr = 19.0000 L
A: N=4 array: (3+0i) (-1+0i) (3+0i) (0+2i)
A: N=4 samples: (5.0000+2.0000i) (2.0000-1.0000i) (7.0000-2.0000i) (-2.0000+1.0000i)
A: N=4 sum|f_n|^2 = 92.0000; (L/N) sum = 219.6500 bohr = 23.0000 L
B: a = 6.04 bohr (3.196 A), c = 9.55 bohr (5.054 A), Omega = 301.72263 bohr^3
B: |b1| = 1.20119, |b3| = 0.65793 1/bohr
B: Ecut = 30.0 Ry (408.2 eV), sqrt = 5.47723 1/bohr; alpha = 0.5 1/bohr^2
B: tau = (1/3, 2/3, 1/4) fractional; bounds sqrt(Ecut)|a_i|/2pi = [5.2652 5.2652 8.325 ]
B: M = [5 5 8]  largest |m| in sphere = [5 5 8]  plane waves = 833
B: 2M+1 = [11 11 17]  4M+1 = [21 21 33]  grids (12, 12, 20) (24, 24, 36)
B: N = 2880, Omega/N = 0.104765 bohr^3
B: f(G=0) = (pi/alpha)^1.5/Omega = 0.0521990; (pi/alpha)^1.5 = 15.74961 bohr^3
B: m=(-2,3,-5) -> k=[10  3 15], address 2475, |G|^2 = 20.92167 Ry
B: f(G) formula (1.29452e-06-7.47394e-07i), fft(g)/N (1.29452e-06-7.47394e-07i)
B: |f(G)| = 1.49479e-06, phase = -30.000 deg
B: peak at n=[4 8 5], height 0.9999985; wrong sign: n=[ 8  4 15]; ifft without N: 3.47222e-04
B: Gaussian: quadrature, Om sum|f(G)|^2, grid, fft form [bohr^3]:
   5.57198341  5.57198341  5.57198341  5.57198341
B: random: quadrature, Om sum|f(G)|^2, grid, fft form [bohr^3]:
   514713.624  514713.624  514713.624  514713.624
B: sum|f(G)|^2 = 0.01846724; sum_n|f|^2 = 53.185644; sum|fft|^2 = 153174.655
B: overlap sum_R S_R = 5.57198341 bohr^3; R=0 term = 5.56832800 bohr^3
B: sum|c|^2 = 1.0000000000; c(0) = 0.384115
B: T (signed m) = 1.49401669 Ry; real space = 1.49401669 Ry; 3 alpha = 1.5 Ry
B: T with unsigned k used as m = 124.702 Ry
B: n(0): small grid 3.31430231e-03, large 3.31430231e-03, 1/Omega 3.31430231e-03 1/bohr^3
B: |n(5,0,0)|: convolution 4.006871e-07, large grid 4.006871e-07 1/bohr^3
B: |n(5,0,0)| small grid 4.007456e-07 1/bohr^3, relative error 1.460e-04
B: alias |n(-7,0,0)| = 5.8516e-11 1/bohr^3
\end{verbatim}
